# Geometric structure and accuracy of the RATTLE integrator for holonomic constraints

A mechanical system has positions \(q\in\mathbb R^n\), momenta \(p\), a constant symmetric positive definite mass matrix \(M\), and the Hamiltonian

\[
H(q,p)=\tfrac12p^TM^{-1}p+V(q).
\]

It is held on \(Q=\{q:g(q)=0\}\) by \(m<n\) constraints \(g=(g_1,\dots,g_m)\). The functions \(V\) and \(g\) are smooth, and \(G(q)=g'(q)\), an \(m\times n\) matrix, has rank \(m\) on \(Q\). The equations of motion are

\[
\dot q=M^{-1}p,\qquad \dot p=-\nabla V(q)-G(q)^T\lambda_* .
\]

Since \(g(q)=0\) at all times, \(GM^{-1}p=0\) too, so the motion takes place in

\[
P=\{(q,p):\ g(q)=0,\ G(q)M^{-1}p=0\}.
\]

With the abbreviation \(F(q,\lambda)=\nabla V(q)+G(q)^T\lambda\), one RATTLE step from \((q_0,p_0)\in P\) is

\[
\begin{aligned}
p_{1/2}&=p_0-\tfrac h2F(q_0,\lambda), & q_1&=q_0+hM^{-1}p_{1/2}, & g(q_1)&=0,\\
p_1&=p_{1/2}-\tfrac h2F(q_1,\mu), & & & G(q_1)M^{-1}p_1&=0 .
\end{aligned}
\]

The multiplier \(\lambda\) is fixed by the first line and \(\mu\) by the second. The step is called converged when \(g(q_1)=0\) is solved exactly; in floating point this means down to rounding.

For vectors of differentials, \(a\wedge b=\sum_k a_k\wedge b_k\). Hence \(a\wedge Sb=(S^Ta)\wedge b\), and \(a\wedge Sa=0\) if \(S\) is symmetric, because \(S_{kl}\) is symmetric and \(a_k\wedge a_l\) antisymmetric.

## (a) The phase space

**How is \(P\) related to the cotangent bundle \(T^*Q\), and what does \(dq\wedge dp\) become on \(P\)?**

**Solution.** Let \(q=\chi(x)\), \(x\in\mathbb R^{n-m}\), be a local chart of \(Q\). The columns of \(\chi'\) span the tangent space, which is the kernel of \(G\). If \((q,p)\in P\), the velocity \(M^{-1}p\) is tangent, so \(M^{-1}p=\chi'\dot x\) for one \(\dot x\). The momentum conjugate to \(x\) is

\[
y=\chi'^Tp=(\chi'^TM\chi')\,\dot x .
\]

The matrix in brackets is positive definite, so \(y\) and \(p\) determine each other:

\[
p=M\chi'(\chi'^TM\chi')^{-1}y .
\]

Thus \((x,y)\) are coordinates on \(P\), and they are the usual coordinates of \(T^*Q\). On \(P\) we have \(dq=\chi'dx\), hence \(p\cdot dq=p^T\chi'dx=y\cdot dx\). Taking the exterior derivative and reversing the sign gives

\[
dq\wedge dp\,\big|_P=dx\wedge dy .
\]

So \(P\) is \(T^*Q\), and the restricted form is its canonical, nondegenerate symplectic form.

## (b) Does the step define a map?

**The equation \(g(q_1)=0\) is nonlinear in \(\lambda\). When does it select one solution, and how are \(\lambda\) and \(\mu\) related to \(\lambda_*\)?**

**Solution.** First find \(\lambda_*\). With \(v=M^{-1}p\), differentiating \(Gv=0\) in time gives \(g''(v,v)+G\dot v=0\), that is

\[
g''(v,v)-GM^{-1}(\nabla V+G^T\lambda_*)=0. \tag{1}
\]

The matrix \(GM^{-1}G^T\) is positive definite because \(G^T\) is injective, so (1) has one solution \(\lambda_*(q,p)\).

For the discrete step, insert \(p_{1/2}\) into \(q_1\):

\[
q_1(h,\lambda)=q_0+hv_0-\tfrac{h^2}2M^{-1}F(q_0,\lambda).
\]

At \(h=0\), both \(g(q_1)\) and its \(h\)-derivative \(Gv_0\) vanish. Taylor's formula with integral remainder then shows that

\[
R(h,\lambda)=\frac{2g(q_1)}{h^2}=2\int_0^1(1-s)\,\big[\partial_h^2\,g(q_1)\big]_{h\to sh}\,ds
\]

is smooth through \(h=0\), with \(R(0,\lambda)=g''(v_0,v_0)-GM^{-1}F(q_0,\lambda)\). This is the left side of (1): it is affine in \(\lambda\), its only zero is \(\lambda_*\), and its derivative \(-GM^{-1}G^T\) is invertible. By the implicit function theorem there is a smooth root \(\lambda=\lambda_*+O(h)\). On a compact part of \(P\), and for any fixed bound \(\Lambda>|\lambda_*|\), it is the only root with \(|\lambda|\le\Lambda\) once \(|h|\) is small enough, since \(R(h,\cdot)\) tends to \(R(0,\cdot)\) uniformly together with its derivative. Roots that grow as \(h\to0\) may exist and are excluded by definition.

The second multiplier solves a linear system. Let \(G_1=G(q_1)\) and \(v_{1/2}=M^{-1}p_{1/2}\). The condition \(G_1M^{-1}p_1=0\) reads

\[
G_1M^{-1}G_1^T\mu=\tfrac2hG_1v_{1/2}-G_1M^{-1}\nabla V(q_1). \tag{2}
\]

Expanding \(0=g(q_0)=g(q_1-hv_{1/2})\) about \(q_1\), where \(g\) also vanishes, gives \(\tfrac2hG_1v_{1/2}=g''(v_{1/2},v_{1/2})+O(h)\). Comparison of (2) with (1) yields \(\mu=\lambda_*+O(h)\). On any compact part of \(P\), the step is therefore, for small enough \(|h|\), a map \(\Phi_h\) with values in \(P\), smooth in \(h\) and in the starting point, with \(\Phi_0=\mathrm{id}\). The statements about \(\Phi_h\) below are meant in this sense.

## (c) The symplectic form

**Follow \(dq\wedge dp\) through the step. What changes if the constraint solver is stopped early?**

**Solution.** All quantities are functions of the starting point in \(P\), and \(d\) is the differential on \(P\). The multiplier varies too, so the first kick gives

\[
dp_{1/2}=dp_0-\tfrac h2\Big[V''dq_0+\sum_i\lambda_i\,g_i''\,dq_0+G_0^Td\lambda\Big].
\]

Wedge with \(dq_0\). The first two terms in the bracket vanish because the Hessians are symmetric. The third gives \(dq_0\wedge G_0^Td\lambda=(G_0dq_0)\wedge d\lambda\), and \(G_0dq_0=dg(q_0)=0\) because \(g(q_0)=0\) throughout \(P\). Hence

\[
dq_0\wedge dp_{1/2}=dq_0\wedge dp_0 .
\]

The drift gives

\[
dq_1\wedge dp_{1/2}=dq_0\wedge dp_{1/2}+h\,(M^{-1}dp_{1/2})\wedge dp_{1/2}=dq_0\wedge dp_{1/2},
\]

since \(M^{-1}\) is symmetric. The last kick repeats the first computation at \(q_1\):

\[
dq_1\wedge dp_1=dq_0\wedge dp_0-\tfrac h2\sum_i dg_i(q_1)\wedge d\mu_i. \tag{3}
\]

For the converged step \(g(q_1)=0\) for every starting point, so \(dg_i(q_1)=0\) and the form is preserved. By (a), \(\Phi_h\) is symplectic on \(T^*Q\). The intermediate point \((q_0,p_{1/2})\) generally lies outside \(P\), which does no harm because only differentials of functions on \(P\) were used.

Formula (3) also covers a truncated solve. In a step that starts in \(P\), an inaccurate \(\lambda\) does not spoil the first kick, where \(dg(q_0)=0\) suffices. The damage enters in the last kick, through the variation of the residual \(g(q_1)\) with the starting point. If the run continues, the next step starts slightly off \(Q\). Its first kick then changes the form too, by \(-\tfrac h2\sum_i dg_i(q_0)\wedge d\lambda_i\), where \(q_0\) is now the starting position of that step.

This was tested on the spherical pendulum of part (g) at \(h=0.2\), by differentiating the step numerically. One Newton sweep from \(\lambda=0\) leaves \(g(q_1)=3.5\times10^{-4}\) and a largest error of \(1.74\times10^{-5}\) in the matrix of the form, whose nonzero canonical entries are \(\pm1\). Two sweeps leave \(6.3\times10^{-8}\) and \(6.3\times10^{-9}\). Both errors agree with (3). For the converged step the deviation is about \(2\times10^{-12}\), within the tolerance set for numerical differentiation. A double spherical pendulum with masses 1 and 2, which has two coupled constraints, also preserves the form within that tolerance.

## (d) Running the step backwards

**Let \(\rho(q,p)=(q,-p)\). Where does a step lead from \(\rho(q_1,p_1)\), and what is \(\Phi_{-h}\)?**

**Solution.** Start at \((q_1,-p_1)\) and try \(\mu\) as the first multiplier and \(\lambda\) as the second. From the definition of \(p_1\),

\[
-p_1-\tfrac h2F(q_1,\mu)=-p_{1/2}.
\]

The drift leads to \(q_1-hM^{-1}p_{1/2}=q_0\), which satisfies the constraint. The last kick gives

\[
-p_{1/2}-\tfrac h2F(q_0,\lambda)=-p_0,
\]

which satisfies the tangency condition. All equations of the step hold. The solution is also on the right branch: by (b), \(\mu\) stays bounded as \(h\to0\), and the bounded root is unique. Therefore \(\Phi_h\rho\,\Phi_h=\rho\), or

\[
\rho\,\Phi_h\,\rho=\Phi_h^{-1}.
\]

Next replace \(h\) by \(-h\). A step \(-h\) from \((q_0,p_0)\) has half-step momentum \(p_0+\tfrac h2F(q_0,\lambda)\), the negative of the one in a step \(h\) from \((q_0,-p_0)\). The positions reached are the same, and the final momenta are opposite. So \(\Phi_{-h}=\rho\Phi_h\rho\), and

\[
\Phi_{-h}=\Phi_h^{-1}. \tag{4}
\]

For the pendulum at \(h=0.2\), flipping the momentum and stepping again returns to the start within \(1.1\times10^{-15}\). The multipliers \(1.3385\) and \(1.2767\) reappear in exchanged order. With one Newton sweep per step the return error is \(2.9\times10^{-4}\), so reversibility too depends on convergence.

## (e) The order of accuracy

**Let \(\varphi_t\) be the exact flow on \(P\). Find the power of \(h\) that bounds the error on a fixed time interval \([0,T]\).**

**Solution.** As \(h\to0\), both multipliers tend to \(\lambda_*\), and the two half kicks add up:

\[
\frac{q_1-q_0}{h}\to M^{-1}p_0,\qquad \frac{p_1-p_0}{h}\to-\tfrac12F(q_0,\lambda_*)-\tfrac12F(q_0,\lambda_*)=-F(q_0,\lambda_*).
\]

This is the exact vector field, so in the coordinates of (a)

\[
\Phi_h(z)=\varphi_h(z)+h^2C(z)+O(h^3).
\]

Apply \(\Phi_{-h}\), whose error term is \((-h)^2C=h^2C\). Since \(\varphi_{-h}\) differs from the identity by \(O(h)\),

\[
\Phi_{-h}(\Phi_h(z))=\varphi_{-h}\big(\varphi_h(z)+h^2C(z)\big)+h^2C(z)+O(h^3)=z+2h^2C(z)+O(h^3).
\]

By (4) the left side is \(z\), hence \(C=0\) and the one-step error is at most \(ch^3\).

For \(N\) steps with \(Nh\le T\), let \(z_k\) be the numerical points and write the total error as a telescoping sum:

\[
z_N-\varphi_{Nh}(z_0)=\sum_{k=1}^N\Big[\varphi_{(N-k)h}(z_k)-\varphi_{(N-k)h}\big(\varphi_h(z_{k-1})\big)\Big].
\]

Each bracket compares two exact trajectories that start within \(ch^3\) of each other. If the exact solution exists on \([0,T]\), the flow in a compact tube around it magnifies small distances by at most some constant \(L\), so

\[
|z_N-\varphi_{Nh}(z_0)|\le N\,L\,c\,h^3\le LcT\,h^2 .
\]

For small \(h\) this is less than the width of the tube, so by induction the numerical points do not leave it. The method converges with order at least two. Together with (c) and (d), this shows that converged RATTLE is a symplectic, reversible, second-order method on \(T^*Q\). The constant \(L\) may grow quickly with \(T\), so the bound says little about very long trajectories.

For the pendulum, compared with an independent integration in angle variables, the error norm in \((q,p)\) at \(t=6\) is \(2.109\times10^{-3}\), \(5.269\times10^{-4}\) and \(1.317\times10^{-4}\) for \(h=0.04\), \(0.02\) and \(0.01\). Each halving divides it by \(4.00\). The one-step error falls by \(7.98\) between \(h=0.01\) and \(0.005\), close to the \(8\) expected of \(h^3\).

## (f) A solvable case and the limits of the step

**A free particle of unit mass moves on the unit sphere with speed \(w\). Solve the step in closed form. Can the order exceed two, and when does the step fail?**

**Solution.** Take \(g=(|q|^2-1)/2\), so \(G=q^T\), and \(V=0\). Then

\[
q_1=\big(1-\tfrac{h^2\lambda}2\big)q_0+hp_0,\qquad q_0\cdot p_0=0,\quad |p_0|=w .
\]

The condition \(|q_1|=1\) becomes \((1-h^2\lambda/2)^2+h^2w^2=1\), with the roots

\[
\lambda_\mp=\frac2{h^2}\Big(1\mp\sqrt{1-h^2w^2}\Big).
\]

The lower root tends to \(w^2=\lambda_*\). The upper one grows like \(4/h^2\) and puts the particle near the antipode of \(q_0\); it is the kind of root excluded in (b).

On the lower root the component of \(q_1\) along \(p_0/w\) is \(hw\), and that along \(q_0\) is positive, so the particle turns by \(\theta=\arcsin(hw)\). The kicks are parallel to the current position and the drift is parallel to the momentum, so \(q\times p\) is conserved. Hence \(|p_1|=w\), and every step turns by the same angle. After a time \(T\) the angle is wrong by

\[
T\Big(\frac{\arcsin(hw)}h-w\Big)=\frac{Tw^3h^2}6+O(h^4).
\]

The coefficient of \(h^2\) is not zero, so the order of RATTLE in general is two and no higher.

For \(w=1.5\) and \(h=0.2\), \(hw=0.3\) and the step turns by \(0.304693\) rad. The excess \(0.004693\) is close to the leading term \(0.3^3/6=0.0045\). The two multipliers are \(2.303\), near \(w^2=2.25\), and \(97.697\).

For \(hw>1\) there is no real root: the component \(hw\) alone exceeds the radius. At \(hw=1.2\) the smallest possible \(g(q_1)\) is \((1.44-1)/2=0.22\), whatever \(\lambda\) is. At \(hw=1\) the roots merge, and \(\partial R/\partial\lambda\), which (b) showed to be invertible for small \(h\), vanishes at the merged root. For this free particle the step has a solution only while \(hw\), the distance it would cover without the constraint force, does not exceed the radius of the sphere.

## (g) The spherical pendulum

**Add gravity, \(V=z\), with mass, length and gravitational acceleration equal to one. Carry out one step with \(h=0.2\) from**

\[
q_0=(0.803888,\,0.248672,\,-0.540302),\quad p_0=(-0.039368,\,0.858590,\,0.336588),
\]

**compare the multipliers with \(\lambda_*\), and examine a long run.**

**Solution.** Let \(u=q_0+hp_0-\tfrac{h^2}2e_z=(0.796014,\,0.420390,\,-0.492984)\) be the position reached without a constraint force. Then \(q_1=u-sq_0\) with \(s=h^2\lambda/2\), and \(|q_1|=1\) gives

\[
s^2-2(u\cdot q_0)s+|u|^2-1=0 .
\]

Here \(u\cdot q_0=1-0.02\,z_0=1.010806\) and \(|u|^2=1.053400\). The smaller root is

\[
s=1.010806-\sqrt{1.021729-0.053400}=0.02677,\qquad \lambda=\frac{s}{0.02}=1.3385 .
\]

The half kick and the drift give

\[
p_{1/2}=p_0-0.1\,(e_z+\lambda q_0)=(-0.146965,\,0.825307,\,0.308905),
\]
\[
q_1=q_0+0.2\,p_{1/2}=(0.774495,\,0.413733,\,-0.478521).
\]

Now \(q_1\cdot p_{1/2}=0.079815\), so the momentum is not yet tangent. The condition \(q_1\cdot p_1=0.079815-0.1(z_1+\mu)=0\) gives \(\mu=0.79815+0.47852=1.2767\), and

\[
p_1=p_{1/2}-0.1\,(e_z+\mu q_1)=(-0.245843,\,0.772486,\,0.269997).
\]

For the multipliers, (1) gives \(\lambda_*=|p|^2-z=1.3923\) at the start. Its rate is \(\dot\lambda_*=2p\cdot\dot p-\dot z=-3p_z=-1.0098\), because \(p\cdot q=0\). The exact solution has third derivative \(j=-\dot\lambda_*q-\lambda_*p\), so \(q_0\cdot j=-\dot\lambda_*\). It differs from the numerical position by

\[
q_1-q(h)=-\tfrac{h^2}2(\lambda-\lambda_*)q_0-\tfrac{h^3}6j+O(h^4).
\]

Both points lie on the sphere, so the component of this difference along \(q_0\) vanishes to order \(h^3\), and

\[
\lambda=\lambda_*+\tfrac h3\dot\lambda_*+O(h^2).
\]

By (d), \(\mu\) is the first multiplier of the reversed step, which starts where the exact multiplier is \(\lambda_*+h\dot\lambda_*\) and changes at the rate \(-\dot\lambda_*\). Hence \(\mu=\lambda_*+\tfrac{2h}3\dot\lambda_*+O(h^2)\). The predicted slopes are \(-0.337\) and \(-0.673\); at \(h=0.005\) the computed ones are \(-0.335\) and \(-0.671\). A constraint force read off from \(\lambda\) at \(q_0\) or from \(\mu\) at \(q_1\) is thus accurate to first order only, although the trajectory is of second order. The factors \(\tfrac13\) and \(\tfrac23\) were derived for this pendulum and differ for other constraints. Relative to the exact multiplier at \(q_1\), \(\mu\) is off by \(-\tfrac h3\dot\lambda_*\) and the \(\lambda\) of the next step by \(+\tfrac h3\dot\lambda_*\), so the mean of these two, which both act at \(q_1\), is accurate to second order.

The energy goes from \(-0.11429\) to \(-0.11349\) in this step, so it is not conserved. Over \(10\,000\) steps with \(h=0.1\) its largest error is \(1.17\times10^{-3}\) in the first half and the same in the second. This absence of visible drift is an observation on one trajectory; parts (a) to (e) do not prove it. The vertical angular momentum is conserved by every step, even if the constraint solve is truncated, since changes of \(p\) along \(q\) or \(e_z\) leave \((q\times p)_z\) unchanged, as does the drift; the run shows an error of \(5\times10^{-15}\).

For contrast, take the explicit midpoint rule for the constrained equations, with the force continued off the sphere as \(-e_z-q\,(|p|^2-z)/|q|^2\), followed by rescaling \(q\) to unit length and projecting \(p\) onto the tangent plane. Its error at \(t=6\) also falls by about four on halving \(h\), but at \(h=0.2\) it changes the symplectic form by \(2.6\times10^{-3}\), and in the same long run its energy error reaches \(2.1\). Both numbers depend on how the force is continued off the sphere. A method can therefore satisfy both constraints exactly and be second-order accurate without being symplectic. The full set of values is in the numerical output below.

## Numbers as computed

```
All pendulum numbers in reduced units (m = l = g = 1)
theta, phi [rad], p_theta, p_phi: 1.000000 0.300000 0.400000 0.700000
step h [time unit]: 0.2
q0 [length]: 0.803888 0.248672 -0.540302
p0 [momentum]: -0.039368 0.858590 0.336588
lambda [force/length]: 1.338454
p_half [momentum]: -0.146965 0.825307 0.308905
q1 [length]: 0.774495 0.413733 -0.478521
mu [force/length]: 1.276673
p1 [momentum]: -0.245843 0.772486 0.269997
q1.p_half before last kick [action]: 0.079815
energy before, after: -0.114293 -0.113485
Max deviation of pulled-back form from canonical (dimensionless):
  embedding (q0,p0): 2.3e-12
  first kick (q0,p_half): 2.3e-12
  drift (q1,p_half): 2.3e-12
  full step (q1,p1): 1.9e-12
  1 Newton sweep(s): g(q1) = 3.49e-04
    form defect 1.74e-05, formula 1.74e-05
    return error after reversal 2.86e-04
  2 Newton sweep(s): g(q1) = 6.28e-08
    form defect 6.35e-09, formula 6.35e-09
    return error after reversal 4.57e-08
  projected midpoint rule, form defect: 2.62e-03
Return error, momentum flip: 1.1e-15; step -h: 1.1e-15
Reverse lambda, mu: 1.276673 1.338454
One-step error norm (reduced units):
  h = 0.02: 2.429e-06
  h = 0.01: 3.055e-07
  h = 0.005: 3.831e-08
  ratios: 7.951 7.975
Error norm at t = 6.0 time units:
  h = 0.04: 2.109e-03
  h = 0.02: 5.269e-04
  h = 0.01: 1.317e-04
  ratios: 4.002 4.001
  projected midpoint, last ratio: 4.030
Continuous multiplier and its rate: 1.392321 -1.009765
  (lambda,mu - exact)/h at h=0.005: -0.3348 -0.6708
Free rotor w = 1.5 rad/time, h = 0.2: hw = 0.300 rad
  angle per step 0.30469265, arcsin(hw) 0.30469265 rad
  excess 0.004693, (hw)^3/6 = 0.004500 rad
  near and far multiplier: 2.3030 97.6970
  hw = 1.2: smallest g(q1) over lambda 0.220
Long run: 10000 steps of h = 0.1
  max energy error, halves 1 and 2: 1.170e-03 1.170e-03
  max error of vertical angular momentum: 4.9e-15
  projected midpoint, max energy error: 2.088e+00
Double pendulum, masses 1 and 2, h = 0.1:
  largest form entry 3.0000, change 3.9e-13
  return error after reversal: 1.7e-16
```
